# Two-electron screening of 2p spin-orbit splittings: mean field against Boettger factors: test program

```python
# Screening of the spin-orbit (SO) operator in closed-shell atoms (atomic units, point nucleus).
# zeta = zeta_nuc (1 - q/Z), zeta_nuc = Z<r^-3>/(2c^2), splitting = eps(l+1/2)-eps(l-1/2) = (l+1/2) zeta.
# Under test: mean field = h + J - (1/2 + 1)(K + K') (same-orbit 1/2, other-orbit/Gaunt 1);
# q_dir = <N(r)/r^3>/<r^-3>; p-s exchange c^2 zeta_x = I; hydrogenic fractions; Dirac-Coulomb-Gaunt
# (DCG) Hartree-Fock -> mean field + SCF response for large c; Boettger Q_l = sum_{n<=l} 2n^2.
# Spinor (P Omega_k, i Q Omega~_k)/r, Omega~ = -sigma.rhat Omega, D_k = d/dr + k/r, <l.s> = -(k+1)/2.
import numpy as np
from math import factorial, pi, sqrt
from fractions import Fraction as Fr
from scipy.special import lpmv
from scipy.linalg import toeplitz
from scipy.interpolate import CubicSpline
from scipy.constants import alpha, physical_constants
from pyscf import gto
c0 = 1/alpha; EV = physical_constants['Hartree energy in eV'][0]
KAP = [-1, 1, -2, 2, -3]
lof = lambda k: k if k > 0 else -k-1
# logarithmic grid; band-limited kernels of r<^k/r>^(k+1), weights included
h = 0.1; t = np.arange(-21, 3.95, h); r = np.exp(t); w = h*r; N = len(t)
om = 2*pi*np.fft.rfftfreq(4096, d=h)
KER = [h*np.sqrt(np.outer(r, r))*toeplitz(np.fft.irfft((2*k+1)/((k+.5)**2+om**2), 4096)[:N]) for k in range(6)]
# angular exchange coefficients by quadrature on the sphere
xg, wg = np.polynomial.legendre.leggauss(10)
ct = np.repeat(xg, 16); ph = np.tile(2*pi*np.arange(16)/16, 10); wa = np.repeat(wg, 16)*2*pi/16
def Y(l, m):
    a = abs(m)
    if a > l: return np.zeros(len(ct), complex)
    y = sqrt((2*l+1)/(4*pi)*factorial(l-a)/factorial(l+a))*lpmv(a, l, ct)*np.exp(1j*a*ph)
    return y if m >= 0 else (-1)**a*y.conj()
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
st = np.sqrt(1-ct**2); sr = np.einsum('aij,an->ijn', sig, np.array([st*np.cos(ph), st*np.sin(ph), ct]))
def Om(k, m2):
    l = lof(k); p = sqrt((l+m2/2+.5)/(2*l+1)); q = sqrt((l-m2/2+.5)/(2*l+1))
    cu, cd = (p, q) if k < 0 else (-q, p)
    o = np.array([cu*Y(l, (m2-1)//2), cd*Y(l, (m2+1)//2)])
    return o, -np.einsum('ijn,jn->in', sr, o)
CK = [np.array([sqrt(4*pi/(2*k+1))*Y(k, q) for q in range(-k, k+1)])*wa for k in range(6)]
KC, GLL, GSS, GLS = {}, {}, {}, {}
for a in KAP:
    Oa, Ta = Om(a, 1)
    for b in KAP:
        ob = [Om(b, m) for m in range(1-2*abs(b), 2*abs(b), 2)]
        Ob = np.array([o[0] for o in ob]); Tb = np.array([o[1] for o in ob])
        den = np.einsum('in,bin->bn', Oa.conj(), Ob)
        jL = 1j*np.einsum('in,aij,bjn->abn', Oa.conj(), sig, Tb)
        jS = -1j*np.einsum('in,aij,bjn->abn', Ta.conj(), sig, Ob)
        co = np.zeros((4, 6))
        for k in range(6):
            u, x, y = den@CK[k].T, jL@CK[k].T, jS@CK[k].T
            co[:, k] = [np.sum(abs(u)**2), np.sum(abs(x)**2), np.sum(abs(y)**2), np.sum(x*y.conj()).real]
        for dic, row in zip((KC, GLL, GSS, GLS), co):
            dic[a, b] = sum((row[k]*KER[k] for k in range(6) if abs(row[k]) > 1e-12), np.zeros((N, N)))
def invsqrt(S):
    e, v = np.linalg.eigh(S); return (v/np.sqrt(e))@v.T
mat = lambda A, v, B: A.T@(v[:, None]*B)
def eig(F):  # one refinement step removes rounding noise from the very tight functions
    e, V = np.linalg.eigh(F); d = e[None, :]-e[:, None]; np.fill_diagonal(d, np.inf)
    return e, V+V@((V.T@F@V)/d)
def avg(M):  # degeneracy-weighted average over j = spin-free part
    return {k: M[k] if k == -1 else ((lof(k)+1)*M[-lof(k)-1]+lof(k)*M[lof(k)])/(2*lof(k)+1) for k in M}
QB = lambda l: sum(2*n*n for n in range(1, l+1))
class Atom:
    def __init__(s, Z, exps, occ):
        s.Z, s.occ, s.L, s.DL, s.S, s.X, s.hnr = Z, occ, {}, {}, {}, {}, {}
        for l, a in exps.items():
            g = np.exp(-np.outer(r*r, a)); R = r[:, None]
            raw = R**(l+1)*g; nr = np.sqrt(w@raw**2); raw = raw/nr
            s.X[l] = invsqrt(mat(raw, w, raw))
            Draw = lambda k: ((l+1+k)*R**l-2*a*R**(l+2))*g/nr
            d0 = Draw(-l-1); ns = np.sqrt(w@d0**2); B = invsqrt(mat(d0/ns, w, d0/ns))/ns[:, None]
            L = raw@s.X[l]; hn = .5*mat(d0@s.X[l], w, d0@s.X[l])+mat(L, -Z*w/r, L)
            for k in occ:
                if lof(k) == l: s.L[k], s.DL[k], s.S[k], s.hnr[k] = L, Draw(k)@s.X[l], Draw(k)@B, hn
    def dirac(s, c, screen=False):
        W = {k: mat(s.S[k], -s.Z*w/r, s.S[k]) for k in s.occ}; A = avg(W); H = {}
        for k in s.occ:
            Wk = A[k]+(W[k]-A[k])*(1-QB(lof(k))/s.Z) if screen else W[k]
            Pi = c*mat(s.DL[k], w, s.S[k])
            H[k] = np.block([[mat(s.L[k], -s.Z*w/r, s.L[k]), Pi], [Pi.T, Wk-2*c*c*np.eye(len(Pi))]])
        return H
exch = lambda K, a, g: sum(K[a, b]*g[b] for b in g)
def gammas(P, Q):
    return ({k: P[k]@P[k].T for k in P}, {k: P[k]@Q[k].T for k in P},
            {k: Q[k]@P[k].T for k in P}, {k: Q[k]@Q[k].T for k in P})
def fock2e(at, C, four=False, gaunt=False):
    P = {k: at.L[k]@C[k][:at.L[k].shape[1]] for k in C}; G = {}; ii = np.diag_indices(N)
    if four:
        Q = {k: at.S[k]@C[k][at.L[k].shape[1]:] for k in C}; LL, LS, SL, SS = gammas(P, Q)
    else:
        Q = {k: 0*P[k] for k in C}; LL = {k: P[k]@P[k].T for k in P}
    pot = KER[0]@sum(2*abs(k)*(P[k]**2+Q[k]**2).sum(1) for k in C)
    for a in C:
        L = at.L[a]; ML = -exch(KC, a, LL); ML[ii] += pot
        if not four: G[a] = L.T@ML@L; continue
        S = at.S[a]; MS = -exch(KC, a, SS); MS[ii] += pot; MX = -exch(KC, a, LS)
        if gaunt: ML += exch(GLL, a, SS); MS += exch(GSS, a, LL); MX += exch(GLS, a, SL)
        X = L.T@MX@S; G[a] = np.block([[L.T@ML@L, X], [X.T, S.T@MS@S]])
    return G
def scf(at, H, four=False, gaunt=False, C=None):
    def solve(F):
        out = {}
        for k in F:
            o = len(F[k])//2 if four else 0; out[k] = eig(F[k])[1][:, o:o+at.occ[k]]
        return out
    if C is None:  # Thomas-Fermi-like starting potential
        vs = w*(at.Z-1)*(1-1/(1+0.6*r*at.Z**(1/3))**2)/r; F = {}
        for k in H:
            n = at.L[k].shape[1]; F[k] = H[k].copy(); F[k][:n, :n] += mat(at.L[k], vs, at.L[k])
            if four: F[k][n:, n:] += mat(at.S[k], vs, at.S[k])
        C = solve(F)
    old = None; Fs = []; Es = []
    for it in range(120):
        G = fock2e(at, C, four, gaunt); F = {k: H[k]+G[k] for k in H}
        eps = {k: np.einsum('pi,pi->i', C[k], F[k]@C[k]) for k in H}; flat = np.concatenate(list(eps.values()))
        FD = [(F[k]@C[k])@C[k].T*sqrt(abs(k)) for k in H]; e = np.concatenate([(x-x.T).ravel() for x in FD])
        if old is not None and abs(flat-old).max() < 5e-8 and abs(e).max() < 1e-5: return eps, C
        old = flat; Fs = (Fs+[F])[-8:]; Es = (Es+[e])[-8:]
        B = np.array(Es)@np.array(Es).T; d = np.sqrt(np.diag(B))
        y = np.linalg.lstsq(B/np.outer(d, d), 1/d, rcond=1e-12)[0]/d; y /= y.sum()
        C = solve({k: sum(yy*f[k] for yy, f in zip(y, Fs)) for k in H})
    raise AssertionError('SCF not converged')
def zeta(at, shells, l):  # matrices of c^2*zeta: nuclear, direct, Coulomb exchange, Gaunt exchange
    ks = [k for k in at.occ if lof(k) in shells]
    P = {k: at.L[k]@shells[lof(k)] for k in ks}; Q = {k: at.DL[k]@shells[lof(k)] for k in ks}
    LL, LS, SL, SS = gammas(P, Q); pot = KER[0]@sum(2*abs(k)*(P[k]**2).sum(1) for k in ks); out = []
    for a in (-l-1, l):
        L, D = at.L[a], at.DL[a]; x = -L.T@exch(KC, a, LS)@D; g = L.T@exch(GLS, a, SL)@D
        out.append(np.array([mat(D, -at.Z*w/r, D), mat(D, pot, D), x+x.T,
                             g+g.T+L.T@exch(GLL, a, SS)@L+D.T@exch(GSS, a, LL)@D]))
    return (out[0]-out[1])/(4*(l+.5))
def charges(at, shells, l, v):
    z = np.array([v@m@v for m in zeta(at, shells, l)]); return z[0], -at.Z*z[1:]/z[0]
close = lambda a, b, tol: abs(a-b) <= tol*abs(b)

# radial road against Cartesian integrals of pyscf, small basis, s, p and d shells filled
ex = {0: np.array([300., 20., 1.5]), 1: np.array([150., 12., 1.]), 2: np.array([15., 1.2])}
sm = Atom(56, ex, {-1: 2, 1: 2, -2: 2, 2: 1, -3: 1})
Cs = {k: eig(sm.hnr[k])[1][:, :sm.occ[k]] for k in sm.occ}; shs = {lof(k): Cs[k] for k in Cs}
mol = gto.M(atom='Ba 0 0 0', basis={'Ba': [[l, [float(a), 1.]] for l in ex for a in ex[l]]}, verbose=0)
n = mol.nao; loc = mol.ao_loc_nr()
def ao(l, v):
    M = np.zeros((n, 2*l+1)); cr = sm.X[l]@v
    for i in range(mol.nbas):
        if mol.bas_angular(i) == l:
            M[loc[i]:loc[i+1]] = cr[np.argmin(abs(ex[l]-mol.bas_exp(i)[0]))]*np.eye(2*l+1)
    return M
dm = sum(2*ao(l, v)@ao(l, v).T for l in shs for v in shs[l].T)
cross = lambda A: np.array([A[1, 2]-A[2, 1], A[2, 0]-A[0, 2], A[0, 1]-A[1, 0]])
W1 = cross(mol.intor('int1e_ipnucip', comp=9).reshape(3, 3, n, n))
g2 = cross(mol.intor('int2e_ipvip1', comp=9).reshape(3, 3, n, n, n, n))
WJ = np.einsum('xijkl,kl->xij', g2, dm)
WK = np.einsum('xijkl,jk->xil', g2, dm)+np.einsum('xijkl,li->xkj', g2, dm)
eri = mol.intor('int2e'); Gp = np.einsum('ijkl,kl->ij', eri, dm)-.5*np.einsum('ijkl,jk->il', eri, dm)
Gs = fock2e(sm, Cs)
for l in (1, 2):
    v = shs[l][:, 0]; M = ao(l, v); b1, bJ, bK = (M.T@A@M for A in (W1, WJ, WK))
    zn, q = charges(sm, shs, l, v); qp = [-56*np.sum(x*b1)/np.sum(b1*b1) for x in (bJ, -.5*bK, -bK)]
    assert zn > 0 and close(zn, sqrt(np.sum(b1*b1)/(l*(l+1)*(2*l+1)))/2, 1e-7)
    assert np.allclose(q, qp, rtol=1e-6, atol=1e-8)
    assert close(v@Gs[l]@v, (M.T@Gp@M)[0, 0], 1e-7) and close(v@Gs[-l-1]@v, (M.T@Gp@M)[0, 0], 1e-7)
    print(f"check l={l}: q radial {q[0]:.6f} {q[1]:.6f} {q[2]:.6f} | pyscf {qp[0]:.6f} {qp[1]:.6f} {qp[2]:.6f} e")

big = {0: .015*2.**np.arange(31), 1: .04*2.**np.arange(29), 2: .1*2.**np.arange(19)}
Z = 56; ba = Atom(Z, big, {-1: 6, 1: 4, -2: 4, 2: 2, -3: 2})
print(f"c = {c0:.6f} a.u., 1 Eh = {EV:.6f} eV, Z = {Z}, Z/c = {Z/c0:.4f}, Boettger Q_p = {QB(1)}, Q_d = {QB(2)} e")
# hydrogenic limit: exact fractions against bare-nucleus orbitals in the basis (tolerance: basis error)
def dbl(n1, b1, n2, b2):  # int_0^inf x^n1 e^(-b1 x) int_x^inf y^n2 e^(-b2 y) dy dx
    return sum(Fr(factorial(n2), factorial(j))/Fr(b2)**(n2-j+1)*factorial(n1+j)/Fr(b1+b2)**(n1+j+1) for j in range(n2+1))
b = Fr(3, 2)
fd = [8*dbl(2, 2, 1, 1), (4*dbl(2, 1, 1, 1)-4*dbl(3, 1, 1, 1)+dbl(4, 1, 1, 1))/4, dbl(4, 1, 1, 1)/4]
fx = 8*(dbl(4, b, 0, b)+dbl(3, b, 1, b))
hs, hp = eig(ba.hnr[-1])[1], eig(ba.hnr[1])[1]; tot = np.zeros(3)
for nm, sh, f in zip(('1s2', '2s2', '2p6'), ({0: hs[:, [0]]}, {0: hs[:, [1]]}, {1: hp[:, [0]]}), fd):
    q = charges(ba, sh, 1, hp[:, 0])[1]; tot += q; assert close(q[0], float(f), 1e-3)
    if nm == '1s2': assert close(q[1]+q[2], float(fx), 1e-3)
    print(f"hydrogenic 2p, shell {nm}: direct {f} = {float(f):.4f} (basis {q[0]:.4f}), exchange {q[1]+q[2]:.4f} e")
print(f"hydrogenic: 1s exchange {fx} = {float(fx):.4f}, 1s total {fd[0]+fx} = {float(fd[0]+fx):.4f} e")
print(f"hydrogenic ten-electron sum: direct {tot[0]:.4f}, exchange {tot[1]+tot[2]:.4f}, q {tot.sum():.4f} e")
H4 = ba.dirac(c0)
Ed = lambda k: c0**2*((1+(Z/c0/(2-abs(k)+sqrt(k*k-(Z/c0)**2)))**2)**-.5-1)
dnum = eig(H4[-2])[0][29]-eig(H4[1])[0][29]; assert close(dnum, Ed(-2)-Ed(1), 1e-3)
print(f"bare ion 2p splitting: basis {dnum*EV:.2f}, Dirac formula {(Ed(-2)-Ed(1))*EV:.2f}, order c^-2 {Z**4/32/c0**2*EV:.2f} eV")

# Ba, Breit-Pauli mean field on nonrelativistic Hartree-Fock orbitals
enr, Cn = scf(ba, ba.hnr); shb = {l: Cn[-l-1] for l in (0, 1, 2)}; v2p = shb[1][:, 0]
P2 = ba.L[1]@v2p; r3 = np.sum(w*P2**2/r**3)
print(f"Ba NR-HF: eps(2p) = {enr[1][0]:.4f} Eh, <r^-3>_2p = {r3:.2f} bohr^-3 (hydrogenic {Z**3/24:.2f})")
groups = {'1s': {0: shb[0][:, [0]]}, '2s': {0: shb[0][:, [1]]}, '2p': {1: shb[1][:, [0]]},
          'n>=3': {0: shb[0][:, 2:], 1: shb[1][:, 1:], 2: shb[2]}}
for nm, sh in groups.items():
    zn, q = charges(ba, sh, 1, v2p); assert close(zn, Z*r3/2, 1e-7)
    if nm in ('1s', '2s'):
        I = (P2*(ba.L[-1]@sh[0])[:, 0])@KER[1]@(P2/r*(ba.DL[-1]@sh[0])[:, 0])
        assert close(q[1], -2*I/3/r3, 1e-6) and close(q[2], -4*I/3/r3, 1e-6)
        nm += f" (I = {I:.2f} a.u.)"
    print(f"Ba 2p from {nm}: direct {q[0]:.4f}, SSO exch {q[1]:.4f}, SOO exch {q[2]:.4f}, sum {q.sum():.4f} e")
rho = sum(2*(2*l+1)*((ba.L[-l-1]@shb[l])**2).sum(1) for l in shb)
Nr = CubicSpline(t, rho*r).antiderivative()(t); assert close(Nr[-1], 56, 1e-5)
lev = [('2p', 1, 0), ('3p', 1, 1), ('4p', 1, 2), ('5p', 1, 3), ('3d', 2, 0), ('4d', 2, 1)]
split = lambda e: np.array([e[-l-1][i]-e[l][i] for _, l, i in lev])
zm = {l: zeta(ba, shb, l) for l in (1, 2)}; lam = 20; cb = lam*c0
zz = np.array([[shb[l][:, i]@m@shb[l][:, i]*(l+.5) for m in zm[l]] for _, l, i in lev])
so = lambda s: {k: ba.hnr[k]-(0 if k == -1 else s*(k+1)/2*zm[lof(k)].sum(0)/cb**2) for k in ba.occ}
dlin = (split(scf(ba, so(1), C=Cn)[0])-split(scf(ba, so(-1), C=Cn)[0]))/2*cb**2
dbig = split(scf(ba, ba.dirac(cb), True, True)[0])*cb**2
qmf = []
for j, (nm, l, i) in enumerate(lev):
    q = -Z*zz[j, 1:]/zz[j, 0]; qr = -Z*(dlin[j]-zz[j].sum())/zz[j, 0]; qmf.append(q.sum())
    P = ba.L[l]@shb[l][:, i]; qg = np.sum(w*P*P*Nr/r**3)/np.sum(w*P*P/r**3)
    assert q[0] > 0 and close(q[0], qg, 2e-4) and close(q[2], 2*q[1], 1e-6)
    if nm in ('2p', '3p', '3d'): assert close(dbig[j], dlin[j], 2*(Z/cb)**2)  # next order is ~(Z/c)^2
    print(f"Ba {nm}: q dir {q[0]:.3f}, SSO x {q[1]:.3f}, SOO x {q[2]:.3f}, mean field {q.sum():.3f}, response {qr:.3f} e")
assert qmf[0] > QB(1)+.2 and zz[0, 2] < 0
f = EV/c0**2
print(f"Ba 2p order c^-2: bare {zz[0,0]*f:.2f}, Boettger {zz[0,0]*f*(1-2/Z):.2f}, mean field {zz[0].sum()*f:.2f} eV")
print(f"Ba 2p order c^-2: mean field + response {dlin[0]*f:.3f}, DCG at {lam}c times {lam**2}: {dbig[0]*f:.3f} eV")
print(f"rel. deviation 2p, 3p, 3d: {dbig[0]/dlin[0]-1:.1e} {dbig[1]/dlin[1]-1:.1e} {dbig[4]/dlin[4]-1:.1e}; (Z/{lam}c)^2 = {(Z/cb)**2:.1e}")
print(f"Ba 2p overestimate q/(Z-q) = {100*qmf[0]/(Z-qmf[0]):.2f} %, left by Boettger {100*(qmf[0]-2)/(Z-qmf[0]):.2f} %")
ar = Atom(18, {0: big[0], 1: big[1]}, {-1: 3, 1: 2, -2: 2}); Ca = scf(ar, ar.hnr)[1]
zn, q = charges(ar, {0: Ca[-1], 1: Ca[-2]}, 1, Ca[-2][:, 0]); qa = q.sum()
assert abs(qa-qmf[0]) < 1 and qa > QB(1)+.2
print(f"Ar 2p: q dir {q[0]:.3f}, SSO x {q[1]:.3f}, SOO x {q[2]:.3f}, mean field {qa:.3f} e")
print(f"Ar 2p: bare {1.5*zn*f:.3f}, Boettger {1.5*zn*f*(1-2/18):.3f}, mean field {1.5*zn*f*(1-qa/18):.3f} eV")
print(f"Ar 2p overestimate {100*qa/(18-qa):.1f} %, left by Boettger {100*(qa-2)/(18-qa):.1f} %")

# Ba at the physical speed of light
def x2c(H):
    hh, U = {}, {}
    for k in H:
        m = len(H[k])//2; e, V = eig(H[k]); A, _, Bt = np.linalg.svd(V[:m, m:]); Up = A@Bt
        hh[k] = (Up*e[m:])@Up.T; U[k] = V[:, m:]@Up.T
    return hh, U
hx, U = x2c(H4); ha = avg(hx); res = {}
e, Cx = scf(ba, hx); res['X2C-1e bare'] = split(e)
res['Boettger in pVp'] = split(scf(ba, x2c(ba.dirac(c0, True))[0], C=Cx)[0])
res['Boettger on h'] = split(scf(ba, {k: ha[k]+(hx[k]-ha[k])*(1-QB(lof(k))/Z) for k in hx}, C=Cx)[0])
edc, Cdc = scf(ba, H4, True); edg, Cdg = scf(ba, H4, True, True, C=Cdc)
G4 = fock2e(ba, Cdg, True, True); G2 = fock2e(ba, {k: U[k].T@Cdg[k] for k in U})
dG = {k: U[k].T@G4[k]@U[k]-G2[k] for k in U}; dA = avg(dG)
res['mean field SO'] = split(scf(ba, {k: hx[k]+dG[k]-dA[k] for k in hx}, C=Cx)[0])
res['mean field all'] = split(scf(ba, {k: hx[k]+dG[k] for k in hx}, C=Cx)[0])
res['DC-HF'] = split(edc); res['DCG-HF'] = split(edg)
one, ref = res['X2C-1e bare'], res['DCG-HF']
assert np.all(one > ref) and one[0] > res['DC-HF'][0] > ref[0]
assert one[0] > res['Boettger in pVp'][0] > ref[0] and one[0] > res['Boettger on h'][0] > ref[0]
assert abs(res['mean field SO'][0]-ref[0]) < .25*(one[0]-ref[0])
assert abs(res['mean field all'][0]-ref[0]) < .05*(one[0]-ref[0])
print("Ba splittings in eV: " + " ".join(x[0] for x in lev))
for k, d in res.items(): print(f"  {k:16s}" + " ".join(f"{x*EV:.3f}" for x in d))
print("apparent q = Z(1 - splitting/X2C-1e) in e, same order")
for k, d in list(res.items())[1:]: print(f"  {k:16s}" + " ".join(f"{x:.2f}" for x in Z*(1-d/one)))
for k, d in list(res.items())[:-1]:
    print(f"2p minus DCG-HF, {k}: {(d[0]-ref[0])*EV:+.2f} eV ({100*(d[0]/ref[0]-1):+.2f} %)")
print(f"DCG-HF eps(2p1/2) = {edg[1][0]:.4f}, eps(2p3/2) = {edg[-2][0]:.4f}, splitting {ref[0]:.4f} Eh")
print("PASS")
```

It prints:

```
check l=1: q radial 2.242249 0.266224 0.532447 | pyscf 2.242249 0.266224 0.532447 e
check l=2: q radial 13.355924 0.458441 0.916882 | pyscf 13.355924 0.458441 0.916882 e
c = 137.035999 a.u., 1 Eh = 27.211386 eV, Z = 56, Z/c = 0.4087, Boettger Q_p = 2, Q_d = 10 e
hydrogenic 2p, shell 1s2: direct 32/27 = 1.1852 (basis 1.1852), exchange 1.3169 e
hydrogenic 2p, shell 2s2: direct 5/32 = 0.1562 (basis 0.1562), exchange -0.1406 e
hydrogenic 2p, shell 2p6: direct 21/32 = 0.6562 (basis 0.6562), exchange -0.3281 e
hydrogenic: 1s exchange 320/243 = 1.3169, 1s total 608/243 = 2.5021 e
hydrogenic ten-electron sum: direct 1.9977, exchange 0.8481, q 2.8458 e
bare ion 2p splitting: basis 497.65, Dirac formula 497.66, order c^-2 445.33 eV
Ba NR-HF: eps(2p) = -195.0561 Eh, <r^-3>_2p = 5823.57 bohr^-3 (hydrogenic 7317.33)
Ba 2p from 1s (I = -3799.15 a.u.): direct 1.2150, SSO exch 0.4349, SOO exch 0.8698, sum 2.5197 e
Ba 2p from 2s (I = 363.75 a.u.): direct 0.1505, SSO exch -0.0416, SOO exch -0.0833, sum 0.0256 e
Ba 2p from 2p: direct 0.6258, SSO exch -0.1043, SOO exch -0.2086, sum 0.3129 e
Ba 2p from n>=3: direct 0.2034, SSO exch -0.0164, SOO exch -0.0329, sum 0.1540 e
Ba 2p: q dir 2.195, SSO x 0.273, SOO x 0.545, mean field 3.012, response -0.934 e
Ba 3p: q dir 2.373, SSO x 0.283, SOO x 0.567, mean field 3.223, response -1.776 e
Ba 4p: q dir 2.465, SSO x 0.287, SOO x 0.575, mean field 3.327, response -4.252 e
Ba 5p: q dir 2.581, SSO x 0.287, SOO x 0.575, mean field 3.444, response -11.129 e
Ba 3d: q dir 9.884, SSO x 0.549, SOO x 1.098, mean field 11.531, response -1.687 e
Ba 4d: q dir 10.410, SSO x 0.585, SOO x 1.169, mean field 12.165, response -5.295 e
Ba 2p order c^-2: bare 354.42, Boettger 341.76, mean field 335.36 eV
Ba 2p order c^-2: mean field + response 341.270, DCG at 20c times 400: 341.352 eV
rel. deviation 2p, 3p, 3d: 2.4e-04 2.6e-04 2.9e-06; (Z/20c)^2 = 4.2e-04
Ba 2p overestimate q/(Z-q) = 5.68 %, left by Boettger 1.91 %
Ar 2p: q dir 2.040, SSO x 0.293, SOO x 0.586, mean field 2.919 e
Ar 2p: bare 2.433, Boettger 2.163, mean field 2.039 eV
Ar 2p overestimate 19.4 %, left by Boettger 6.1 %
Ba splittings in eV: 2p 3p 4p 5p 3d 4d
  X2C-1e bare     400.371 79.533 16.749 2.393 19.639 3.416
  Boettger in pVp 385.543 76.636 16.121 2.308 16.128 2.806
  Boettger on h   385.124 76.552 16.103 2.306 16.122 2.805
  mean field SO   380.410 75.372 15.832 2.264 15.587 2.682
  mean field all  378.316 74.984 15.750 2.252 15.542 2.676
  DC-HF           383.087 75.903 15.944 2.279 15.945 2.747
  DCG-HF          378.229 74.969 15.747 2.252 15.536 2.675
apparent q = Z(1 - splitting/X2C-1e) in e, same order
  Boettger in pVp 2.07 2.04 2.10 1.99 10.01 10.00
  Boettger on h   2.13 2.10 2.16 2.05 10.03 10.02
  mean field SO   2.79 2.93 3.07 3.04 11.56 12.04
  mean field all  3.08 3.20 3.34 3.31 11.68 12.14
  DC-HF           2.42 2.56 2.69 2.67 10.53 10.97
  DCG-HF          3.10 3.21 3.35 3.32 11.70 12.15
2p minus DCG-HF, X2C-1e bare: +22.14 eV (+5.85 %)
2p minus DCG-HF, Boettger in pVp: +7.31 eV (+1.93 %)
2p minus DCG-HF, Boettger on h: +6.90 eV (+1.82 %)
2p minus DCG-HF, mean field SO: +2.18 eV (+0.58 %)
2p minus DCG-HF, mean field all: +0.09 eV (+0.02 %)
2p minus DCG-HF, DC-HF: +4.86 eV (+1.28 %)
DCG-HF eps(2p1/2) = -208.4709, eps(2p3/2) = -194.5712, splitting 13.8997 Eh
PASS
```
